# Singlet-triplet splitting of two cerium electrons at a ceria vacancy: a program that tests the result

```python
"""
Singlet-triplet splitting of two electrons on two equivalent Ce sites.
Result under test: J = E_triplet - E_singlet = (sqrt(U^2 + 16 t^2) - U)/2.
t: hopping, U: on-site repulsion, V: intersite repulsion, K: direct exchange.
The reference side diagonalizes Hamiltonians made from fermion operators.
All energies are in eV unless a printed label says otherwise.
"""
import numpy as np
from scipy import constants as const


def annihilators(n_modes):
    """Fermion annihilation matrices with the proper exchange signs."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for k in range(n_modes):
        matrix = np.eye(1)
        for j in range(n_modes):
            factor = parity if j < k else lower if j == k else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def sector(one_body, repulsion, pairs=(), electrons=2):
    """Hamiltonian, total spin squared and double occupancy at fixed number.
    Spin orbitals are ordered orbital by orbital, up before down.
    Each entry of pairs is (orbital p, orbital q, direct, exchange)."""
    n = len(one_body)
    c = annihilators(n)
    cd = [x.T for x in c]
    num = [cd[i] @ c[i] for i in range(n)]
    ham = np.zeros(c[0].shape, dtype=np.asarray(one_body).dtype)
    for i, j in np.argwhere(np.abs(one_body) > 0):
        ham = ham + one_body[i, j] * (cd[i] @ c[j])
    double = sum(num[2*p] @ num[2*p + 1] for p in range(n // 2))
    ham = ham + repulsion * double
    for p, q, direct, exchange in pairs:
        ham = ham + direct * ((num[2*p] + num[2*p + 1])
                              @ (num[2*q] + num[2*q + 1]))
        # Coulomb integrals (ab|rs) equal to the exchange integral
        for a, b, r, s in ((p, q, p, q), (q, p, q, p),
                           (p, q, q, p), (q, p, p, q)):
            for x in (0, 1):
                for y in (0, 1):
                    ham = ham + 0.5 * exchange * (
                        cd[2*a + x] @ cd[2*r + y] @ c[2*s + y] @ c[2*b + x])
    raising = sum(cd[2*p] @ c[2*p + 1] for p in range(n // 2))
    sz = 0.5 * sum(num[2*p] - num[2*p + 1] for p in range(n // 2))
    spin2 = raising.T @ raising + sz @ sz + sz
    keep = np.flatnonzero(np.isclose(np.diag(sum(num)), electrons))
    block = np.ix_(keep, keep)
    return ham[block], spin2[block], double[block]


def dimer(t, offset=0.0):
    spatial = np.array([[offset / 2, -t], [-t, -offset / 2]])
    return np.kron(spatial, np.eye(2))


def spin_gap(one_body, repulsion, pairs=()):
    """Lowest triplet minus lowest singlet, separated by a spin penalty."""
    ham, spin2, _ = sector(one_body, repulsion, pairs)
    penalty = 100.0
    singlet = np.linalg.eigvalsh(ham + penalty * spin2)[0]
    triplet = np.linalg.eigvalsh(
        ham + penalty * (2 * np.eye(len(ham)) - spin2))[0]
    return triplet - singlet


def splitting(t, u):
    return 0.5 * (np.sqrt(u*u + 16*t*t) - u)


t, U = 0.05, 5.0
J = splitting(t, U)

# General formula, from weak to strong repulsion
for hop, rep in ((0.05, 5.0), (0.3, 1.0), (1.0, 0.5), (0.4, 0.0)):
    assert abs(spin_gap(dimer(hop), rep) - splitting(hop, rep)) < 1e-10
assert abs(spin_gap(dimer(0.4), 0.0) - 2 * 0.4) < 1e-10

# Complete spectrum, spin labels and ionic weight
ham, spin2, double = sector(dimer(t), U)
levels, vectors = np.linalg.eigh(ham)
assert np.allclose(levels, [-J, 0, 0, 0, U, U + J], atol=1e-11)
spins = np.diag(vectors.T @ spin2 @ vectors)
assert np.allclose(spins, [0, 2, 2, 2, 0, 0], atol=1e-9)
occupancy = np.diag(vectors.T @ double @ vectors)
ionic = 0.5 * (1 - U / np.sqrt(U*U + 16*t*t))
assert np.allclose(occupancy[1:4], 0, atol=1e-10)
assert abs(occupancy[0] - ionic) < 1e-10
step = 1e-2
slope = -(spin_gap(dimer(t), U + step)
          - spin_gap(dimer(t), U - step)) / (2 * step)
assert abs(slope / ionic - 1) < 1e-4

# One electron: two spin-degenerate levels, no singlet or triplet
single = np.linalg.eigvalsh(sector(dimer(t), U, electrons=1)[0])
assert np.allclose(single, [-t, -t, t, t], atol=1e-12)

# Leading estimate and its first correction
leading = 4 * t*t / U
correction = leading - spin_gap(dimer(t), U)
assert abs(correction / (16 * t**4 / U**3) - 1) < 2e-3

# Low levels of the dimer against the two-spin Hamiltonian
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
spin_model = J * (sum(np.kron(s, s) for s in (sx, sy, sz)) / 4
                  - np.eye(4) / 4)
assert np.allclose(np.linalg.eigvalsh(spin_model), levels[:4], atol=1e-11)

# Kramers doublets: arbitrary hopping with and without time reversal
rng = np.random.default_rng(7)
raw = 0.05 * (rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))
symmetric = 0.5 * (raw + sy @ raw.conj() @ sy)


def doublet_levels(hopping):
    matrix = np.zeros((4, 4), dtype=complex)
    matrix[:2, 2:] = hopping
    matrix[2:, :2] = hopping.conj().T
    return np.linalg.eigvalsh(sector(matrix, U)[0])


t_doublet = np.sqrt(np.linalg.det(symmetric).real)
J_doublet = splitting(t_doublet, U)
assert np.allclose(doublet_levels(symmetric),
                   [-J_doublet, 0, 0, 0, U, U + J_doublet], atol=1e-11)
broken = doublet_levels(raw)
assert broken[3] - broken[1] > 1e-6

# Intersite repulsion and direct exchange
test_gap = spin_gap(dimer(0.2), 3.0, [(0, 1, 0.7, 0.01)])
assert abs(test_gap - (splitting(0.2, 2.3) - 0.02)) < 1e-10
K_cancel = J / 2
assert abs(spin_gap(dimer(t), U, [(0, 1, 0.0, K_cancel)])) < 1e-10
distance_nm, dielectric = 0.38, 6.0
V = const.e / (4 * np.pi * const.epsilon_0
               * distance_nm * 1e-9 * dielectric)
J_V = spin_gap(dimer(t), U, [(0, 1, V, 0.0)])
assert abs(J_V - splitting(t, U - V)) < 1e-10

# Unequal site energies; the formula omits higher powers of t
offset = 0.3
J_offset = spin_gap(dimer(t, offset), U)
assert abs(J_offset / (4*t*t*U / (U*U - offset**2)) - 1) < 1e-3
large_offset = spin_gap(dimer(t, 2.0), U)
assert abs(large_offset / (4*t*t*U / (U*U - 4.0)) - 1) < 2e-3

# One additional orbital per site, with Hund exchange
crystal, hund = 0.1, 0.7
U_inter = U - 2 * hund


def two_orbital_gap(hop, extra_hop, exchange):
    # order: ground and excited orbital of site 1, then of site 2
    spatial = np.diag([0.0, crystal, 0.0, crystal])
    spatial[0, 2] = spatial[2, 0] = -hop
    spatial[0, 3] = spatial[3, 0] = -extra_hop
    spatial[1, 2] = spatial[2, 1] = -extra_hop
    pairs = [(0, 1, U - 2*exchange, exchange),
             (2, 3, U - 2*exchange, exchange)]
    return spin_gap(np.kron(spatial, np.eye(2)), U, pairs)


def orbital_terms(hop, extra_hop):
    antiferro = 4*hop**2 * (U + 2*crystal) / (
        U * (U + 2*crystal) - hund**2)
    ferro = 2*extra_hop**2 * (1 / (U_inter + crystal - hund)
                              - 1 / (U_inter + crystal + hund))
    return antiferro, ferro


# Small hopping isolates second order from the fourth-order terms
small = 0.01
af_small, fm_small = orbital_terms(small, small)
assert abs(two_orbital_gap(small, small, hund)
           / (af_small - fm_small) - 1) < 5e-3
# With only the extra channel open, Hund exchange makes the triplet lowest
assert two_orbital_gap(0.0, small, hund) < -1e-6
assert abs(two_orbital_gap(0.0, small, 0.0)) < 1e-7
J_orbital = two_orbital_gap(t, t, hund)
af_term, fm_term = orbital_terms(t, t)

# Thermal populations from all six levels
k_ev = const.k / const.e
temperatures = (300.0, 1000.0)
populations = []
for temperature in temperatures:
    weights = np.exp(-(levels - levels[0]) / (k_ev * temperature))
    population = weights[0] / weights.sum()
    formula = 1 / (1 + 3 * np.exp(-J / (k_ev * temperature)))
    assert abs(population - formula) < 1e-10
    populations.append(population)

spin_orbit = 0.28
print(f"hopping t = {t:.2f} eV")
print(f"on-site repulsion U = {U:.1f} eV")
print(f"root sqrt(U^2+16t^2) = {np.sqrt(U*U + 16*t*t):.7f} eV")
print(f"singlet ground energy = {levels[0]*1e3:.4f} meV")
print(f"triplet energy = {abs(levels[1])*1e3:.4f} meV")
print(f"odd ionic singlet energy = {levels[4]:.6f} eV")
print(f"even ionic singlet energy = {levels[5]:.6f} eV")
print(f"splitting J = {J*1e3:.4f} meV")
print(f"J/k = {J/k_ev:.2f} K")
print(f"estimate 4t^2/U = {leading*1e3:.4f} meV")
print(f"estimate minus J = {correction*1e6:.3f} microeV")
print(f"relative excess of estimate = {100*correction/J:.4f} percent")
print(f"ionic weight of ground state = {100*ionic:.4f} percent")
print(f"direct exchange K that cancels J = {K_cancel*1e3:.4f} meV")
print(f"rough Ce-Ce distance = {distance_nm:.2f} nm")
print(f"rough electronic dielectric constant = {dielectric:.0f}")
print(f"estimated intersite repulsion V = {V:.3f} eV")
print(f"J with V = {J_V*1e3:.3f} meV")
print(f"change of J due to V = {100*(J_V/J - 1):.1f} percent")
print(f"rough site offset = {offset:.1f} eV")
print(f"J with site offset = {J_offset*1e3:.3f} meV")
print(f"change due to offset = {100*(J_offset/J - 1):.2f} percent")
print(f"rough crystal-field energy D = {crystal:.1f} eV")
print(f"rough Hund exchange JH = {hund:.1f} eV")
print(f"interorbital repulsion U' = {U_inter:.1f} eV")
print(f"extra-orbital hopping t' = {t:.2f} eV")
print(f"second-order antiferro term = {af_term*1e3:.3f} meV")
print(f"second-order ferro term = {fm_term*1e3:.3f} meV")
print(f"second-order two-orbital J = {(af_term-fm_term)*1e3:.3f} meV")
print(f"diagonalized two-orbital J = {J_orbital*1e3:.3f} meV")
print(f"change due to extra orbital = {100*(J_orbital/J - 1):.1f} percent")
print(f"rough spin-orbit splitting = {spin_orbit:.2f} eV")
print(f"spin-orbit splitting / J = {spin_orbit/J:.0f}")
for temperature, population in zip(temperatures, populations):
    thermal = k_ev * temperature
    print(f"kT at {temperature:.0f} K = {thermal*1e3:.2f} meV")
    print(f"singlet population at {temperature:.0f} K = {population:.4f}")
    print(f"exp(-D/kT) at {temperature:.0f} K = "
          f"{np.exp(-crystal/thermal):.3f}")
print("all assertions hold")
```

Output:

```
hopping t = 0.05 eV
on-site repulsion U = 5.0 eV
root sqrt(U^2+16t^2) = 5.0039984 eV
singlet ground energy = -1.9992 meV
triplet energy = 0.0000 meV
odd ionic singlet energy = 5.000000 eV
even ionic singlet energy = 5.001999 eV
splitting J = 1.9992 meV
J/k = 23.20 K
estimate 4t^2/U = 2.0000 meV
estimate minus J = 0.799 microeV
relative excess of estimate = 0.0400 percent
ionic weight of ground state = 0.0400 percent
direct exchange K that cancels J = 0.9996 meV
rough Ce-Ce distance = 0.38 nm
rough electronic dielectric constant = 6
estimated intersite repulsion V = 0.632 eV
J with V = 2.288 meV
change of J due to V = 14.4 percent
rough site offset = 0.3 eV
J with site offset = 2.006 meV
change due to offset = 0.36 percent
rough crystal-field energy D = 0.1 eV
rough Hund exchange JH = 0.7 eV
interorbital repulsion U' = 3.6 eV
extra-orbital hopping t' = 0.05 eV
second-order antiferro term = 2.038 meV
second-order ferro term = 0.530 meV
second-order two-orbital J = 1.508 meV
diagonalized two-orbital J = 1.527 meV
change due to extra orbital = -23.6 percent
rough spin-orbit splitting = 0.28 eV
spin-orbit splitting / J = 140
kT at 300 K = 25.85 meV
singlet population at 300 K = 0.2648
exp(-D/kT) at 300 K = 0.021
kT at 1000 K = 86.17 meV
singlet population at 1000 K = 0.2544
exp(-D/kT) at 1000 K = 0.313
all assertions hold
```
